# Water Uptake by Oxygen Vacancies in an Acceptor-Doped Oxide

**Q.** An oxide with oxygen vacancies takes up water. What reaction do you have in mind, and what exactly is paired?

**A.** The oxygen of a water molecule fills a vacancy. One of its protons stays there, and the other moves to an oxide ion elsewhere in the lattice:

\[
\mathrm{H_2O(g)}+V+O\;\rightleftharpoons\;2\,\mathrm{OH}.
\]

Here \(V\) is a vacancy, \(O\) an oxide ion on its regular site, and OH a hydroxyl on an oxygen site. Charges are counted relative to the perfect crystal, so \(V\) carries \(+2\), \(O\) carries 0 and OH carries \(+1\). The reaction conserves charge.

The hydroxyls are paired in their creation: they appear two at a time. I assume that they then move independently. If they stayed together as one defect, the pressure law would be different, as the counting will show.

**Q.** There are three unknown concentrations. What fixes them?

**A.** Two balances and one equilibrium condition. Per formula unit, let there be \(N\) oxygen sites, \(v\) vacancies, \(x\) hydroxyls and \(o\) oxide ions. Let there also be \(A\) immobile acceptors of charge \(-1\), with \(0<A<N\). I neglect electrons and holes for now. Charge balance and site balance read

\[
2v+x=A,\qquad v+x+o=N .
\]

The first gives \(v=(A-x)/2\). Inserting this in the second gives

\[
o=N-x-\frac{A-x}{2}=\frac{2N-A-x}{2}.
\]

One unknown, \(x\), is left, and the water pressure \(p\) must determine it.

**Q.** You will now write a law of mass action. Why should I trust it in a crystal where the defects compete for the same sites?

**A.** It can be obtained by counting. Take a crystal of \(M\) formula units, with \(S=NM\) oxygen sites. After \(n\) molecules have been absorbed,

\[
n_V=\tfrac12AM-n,\qquad n_{OH}=2n,\qquad n_O=S-\tfrac12AM-n .
\]

If all oxygen sites are equivalent and the defects do not interact, every arrangement has the same energy. The number of arrangements is

\[
W(n)=\frac{S!}{n_V!\,n_{OH}!\,n_O!}.
\]

Let \(\Delta h\) and \(\Delta s\) be the enthalpy and entropy of absorbing one molecule from vapour at \(p_0=1\) bar, without the entropy of arrangement already counted in \(W\). Vibrations and proton orientations belong to \(\Delta s\). For an ideal vapour the chemical potential at pressure \(p\) is higher by \(kT\ln(p/p_0)\), so each absorbed molecule contributes a factor

\[
\kappa=K\,\frac{p}{p_0},\qquad
K=\exp\!\left[-\frac{\Delta h-T\Delta s}{kT}\right].
\]

The statistical weight of \(n\) absorbed molecules is therefore \(W(n)\kappa^n\).

Adding one more molecule lowers \(n_V\) and \(n_O\) by one and raises \(n_{OH}\) by two. The factorials give

\[
\frac{W(n+1)\kappa^{n+1}}{W(n)\kappa^n}
=\kappa\,\frac{n_Vn_O}{(n_{OH}+1)(n_{OH}+2)} .
\]

This ratio falls as \(n\) grows, so the weight has a single maximum, where the ratio passes through 1. In a large crystal the added 1 and 2 are negligible. Division by \(M^2\) gives

\[
x^2=\kappa\,v\,o .
\]

The square on the left comes from the two independent hydroxyls.

**Q.** That is the most probable water content. Is it also the average?

**A.** In a large crystal, yes. The second derivative of the logarithm of the weight is, for large numbers,

\[
-\left(\frac1{n_V}+\frac1{n_O}+\frac4{n_{OH}}\right),
\]

which is of order \(1/M\). The spread in \(n\) is thus of order \(\sqrt M\), and relative to \(n\) it vanishes as \(1/\sqrt M\).

**Q.** Now solve it. A quadratic has two roots, and I want to know why you keep one of them.

**A.** Insert the balances:

\[
4x^2=\kappa(A-x)(2N-A-x).
\]

First read this as an equation for \(\kappa\):

\[
\kappa=\frac{4x^2}{(A-x)(2N-A-x)} .
\]

For \(0<x<A\) both brackets are positive, because \(2N-A-x>2(N-A)>0\). As \(x\) rises, the numerator grows and both brackets shrink, so \(\kappa\) increases steadily from 0 to infinity. Each humidity therefore has one allowed \(x\).

To find it, define \(P=A(2N-A)\) and multiply out:

\[
(A-x)(2N-A-x)=P-2Nx+x^2 .
\]

Divide the equation by \(\kappa x^2\) and write \(u=1/x\):

\[
Pu^2-2Nu+1-\frac4\kappa=0 .
\]

The quadratic formula gives

\[
u=\frac{N\pm\sqrt{N^2-P+4P/\kappa}}{P},\qquad
N^2-P=N^2-2NA+A^2=(N-A)^2 .
\]

Consider the minus sign. The square root exceeds \(N-A\), so the numerator is less than \(A\). If it is positive, then \(x>P/A=2N-A>A\), which would make \(v\) negative. If it is negative, so is \(x\), and if it is zero there is no finite \(x\). The plus sign remains:

\[
\boxed{\,x=\frac{A(2N-A)}{N+\sqrt{(N-A)^2+4A(2N-A)/\kappa}}\,}
\]

This is the hydration isotherm.

**Q.** What does it say in dry gas?

**A.** For small \(\kappa\) the last term under the root dominates, and the root is \(2\sqrt{P/\kappa}\) plus terms of order \(\sqrt\kappa\). Then

\[
x=\frac{P}{2\sqrt{P/\kappa}}\left[1+\frac{N\sqrt\kappa}{2\sqrt P}+O(\kappa)\right]^{-1}
=x_0\left[1-\frac{N\sqrt\kappa}{2\sqrt P}+O(\kappa)\right],
\]

\[
x_0=\tfrac12\sqrt{\kappa A(2N-A)}\;\propto\;\sqrt p\quad\text{at fixed }T .
\]

Few vacancies have been used, so \(v\simeq A/2\) and \(o\simeq N-A/2\) are nearly constant, and mass action leaves \(x^2\propto p\).

The first correction can be written \(Nx_0/P\), which is about \(x_0/(2A)\) when \(A\ll N\). The square-root law thus requires a hydroxyl content well below the acceptor content. A low pressure alone is not enough if \(K\) is large.

**Q.** And in wet gas? I would expect the square root to continue until the oxygen sites run out.

**A.** The vacancies run out first. For large \(\kappa\), expand the root:

\[
\sqrt{(N-A)^2+\frac{4P}{\kappa}}\simeq N-A+\frac{2P}{\kappa(N-A)} .
\]

The denominator of the isotherm becomes \(2N-A\) plus the small last term. Dividing numerator and denominator by \(2N-A\), and using \(P/(2N-A)=A\), gives

\[
x\simeq\frac{A}{1+2A/[\kappa(N-A)]}\simeq A-\frac{2A^2}{\kappa(N-A)} .
\]

The ceiling is \(x=A\). Every vacancy has then been replaced by two hydroxyls, and the acceptor charge is balanced by protons alone. There are still \(N-A\) oxide ions per formula unit, but a further proton would have no negative charge to balance it.

**Q.** Between the limits, a measured log-log plot will show some intermediate slope. Can you predict it?

**A.** Take the logarithm of \(\kappa(x)\) and differentiate with respect to \(\ln x\). At fixed temperature \(d\ln\kappa=d\ln p\), so

\[
\frac{d\ln x}{d\ln p}
=\left[2+\frac{x}{A-x}+\frac{x}{2N-A-x}\right]^{-1}.
\]

Both fractions grow with \(x\), so the exponent falls steadily from \(1/2\) to 0. An intermediate slope needs no additional defect to explain it.

A useful marker is half saturation. Setting \(x=A/2\) gives

\[
\kappa_{1/2}=\frac{A^2}{(A/2)(2N-3A/2)}=\frac{4A}{4N-3A} .
\]

For \(A\ll N\) this is about \(A/N\): at fixed \(K\), heavier doping raises the ceiling but needs more humidity to reach half of it.

**Q.** You promised to return to hydroxyls that remain bound together.

**A.** Count each pair as one object covering two neighbouring sites. A line of \(S\) sites allows a complete count. With \(n\) pairs there are \(S-n\) objects in all, so

\[
W_b(n)=\frac{(S-n)!}{n!\,n_V!\,n_O!}.
\]

Let \(\kappa_b\) be the factor per absorbed molecule. The ratio of successive weights is now \(\kappa_b n_Vn_O/[(n+1)(S-n)]\). Setting it to 1, with \(b=n/M\) pairs per formula unit, gives

\[
b(N-b)=\kappa_b\left(\frac A2-b\right)\left(N-\frac A2-b\right).
\]

For small \(\kappa_b\), \(bN\simeq\kappa_b(A/2)(N-A/2)\), and the hydroxyl content is

\[
x=2b\simeq\kappa_bA\left(1-\frac{A}{2N}\right)\propto p .
\]

The uptake is linear, because one product species replaces two. For large \(\kappa_b\) the vacancies again run out, and \(x\to A\).

If the binding is finite, both forms coexist. In the dilute limit the number of pairs is proportional to the square of the number of free hydroxyls, so the pairs become a vanishing fraction as the gas is dried. The square root then returns at low enough pressure. The linear law describes the range where pairs dominate but most vacancies are still empty. Such a range exists only for strong binding: on the line with \(N=3\) and \(A=0.10\) at 700 K, the steepest log-log slope is about 0.6 for a pair binding of 0.28 eV and about 0.9 for 0.56 eV.

**Q.** Give me numbers for a case that matters to a memory engineer.

**A.** Take a 10 nm film of an acceptor-doped barium perovskite, annealed in water vapour at 700 K. I use eV, K and Torr. The formula unit has \(N=3\) oxygen sites, and I set \(A=0.10\), \(\Delta h=-0.80\) eV and \(\Delta s=-1.0\) meV/K as rough typical values. Then

\[
\Delta h-T\Delta s=-0.80+0.70=-0.10\ \text{eV},\qquad
K=e^{0.10/0.06032}\simeq5.25 .
\]

At 1 Torr, \(\kappa=5.25/750=0.0070\). With \(P=0.10\times5.90=0.59\),

\[
x=\frac{0.59}{3+\sqrt{2.9^2+4(0.59)/0.0070}}\simeq0.027 .
\]

About 27% of the ceiling is reached. Other pressures at the same temperature give:

| \(p\) (Torr) | \(x\) | square-root law | exponent |
|---|---|---|---|
| 0.01 | 0.0032 | 0.0032 | 0.49 |
| 1 | 0.027 | 0.032 | 0.42 |
| 10 | 0.062 | 0.102 | 0.27 |
| 100 | 0.092 | 0.321 | 0.08 |
| 1000 | 0.099 | 1.016 | 0.01 |

The square-root law is 5% above the isotherm at 0.09 Torr. Half saturation requires \(\kappa_{1/2}=0.4/11.7=0.034\), or 4.9 Torr, and 95% saturation requires about 180 Torr. The transition is broad. At 1000 Torr the remaining gap \(A-x\) is 0.00097, and the leading wet-limit term gives 0.00099. With a cubic cell edge of 0.42 nm, the ceiling corresponds to \(1.35\times10^{21}\) hydroxyls per cm³.

**Q.** These numbers come from the formula I am doubting. Is there evidence from outside it?

**A.** The average of \(2n/M\) can be computed by summing \(W(n)\kappa^n\) over every possible \(n\), without mass action or the quadratic. For two million formula units and seven pressures from 0.001 to 1000 Torr, the largest relative difference from the isotherm is \(1.3\times10^{-6}\). At 0.001 Torr the sum gives an exponent of 0.497. The corresponding sum for bound pairs, at \(\kappa_b=10^{-4}\), gives 1.000. This confirms the mathematics of the model, but not its neglect of interactions.

**Q.** Then let us attack that neglect. Acceptors are negative, and vacancies and hydroxyls are positive. They must attract.

**A.** They do, and it matters. For an estimate, treat them as point charges half a cell edge apart, 0.21 nm, with a rough relative permittivity of 40. A hydroxyl is then bound to an acceptor by \(E=0.17\) eV and a vacancy by \(2E=0.34\) eV. Give each acceptor six oxygen neighbours of its own. These make up a fraction \(f=6A/N=0.2\) of the oxygen sites. Keep \(K\) fixed at its value for sites far from acceptors.

**Q.** Two hydroxyls gain \(2E\), the same as one vacancy. Should the effect not cancel?

**A.** The energies cancel when all the defects are bound, but the averages over sites do not. Let \(t=e^{E/kT}\). While few sites are occupied, binding multiplies the hydroxyl content at given activity by \(1-f+ft\), and the vacancy content by \(1-f+ft^2\). The effective equilibrium constant is

\[
K_{\rm eff}=K\,\frac{(1-f+ft)^2}{1-f+ft^2}.
\]

The denominator minus the numerator is \(f(1-f)(t-1)^2\), which is positive for \(t\neq1\). Binding therefore lowers \(K_{\rm eff}\) in this model. Here \(t\simeq17\), and \(K/K_{\rm eff}\simeq58.6/4.2^2\simeq3.3\).

Solving the two-site model with the limited number of neighbour sites included moves half saturation from 4.9 to 17 Torr, a factor of 3.5. The low-pressure exponent remains 0.500 at \(\kappa=10^{-8}\), and the ceiling remains \(A\), since charge balance is unchanged. The estimate is crude: a bulk permittivity is doubtful at 0.21 nm, and longer-range interactions are left out. So is the repulsion between defects around the same acceptor, which in the same point-charge picture raises the factor to about 4.4. So are oxygen sites shared by two acceptors. For randomly placed acceptors these are 1% of the sites and bind twice as strongly; without the repulsion, the factor then becomes about 11.

**Q.** What about holes? In air, oxygen can also fill the vacancies.

**A.** That reaction is \(\tfrac12\mathrm{O_2}+V\rightleftharpoons O+2h\), where \(h\) is a hole of charge \(+1\). I take rough illustrative values: an oxidation enthalpy of 0.5 eV and an entropy of \(-0.5\) meV/K per oxygen atom. At 700 K, 0.2 bar of oxygen and 0.01 Torr of water, there are \(7\times10^{-5}\) holes per formula unit. They lower \(x\) by 0.04% of its value. For these parameters, charge balance without holes is adequate. The conclusion depends on the oxidation enthalpy: at 0 eV the holes would lower \(x\) by about 2%, and at \(-0.3\) eV by about 24%.

**Q.** A memory does not operate at 700 K. What happens when it cools?

**A.** At fixed \(A\), the half-saturation pressure is

\[
p_{1/2}=p_0\,\kappa_{1/2}\exp\!\left[\frac{\Delta h}{kT}-\frac{\Delta s}{k}\right].
\]

Since \(\Delta h<0\), cooling lowers it. It is 93 Torr at 900 K, 26 Torr at 800 K and 0.54 Torr at 600 K. If \(\Delta h\) and \(\Delta s\) stay constant down to 358 K, it is about \(1.5\times10^{-5}\) Torr. Binding to acceptors raises this pressure more at 358 K than at 700 K, by a factor of about 5 in the two-site estimate and about 150 with shared sites, which still leaves it below 0.01 Torr. At that temperature, equilibrium with even slightly humid gas means near saturation.

Whether equilibrium is reached is a separate question. Water enters the film by the joint motion of hydroxyl protons and vacancies. With a rough diffusivity for this uptake of \(10^{-3}\) cm²/s times \(e^{-0.80\,\text{eV}/kT}\), the time \(L^2/D\) for a film of thickness \(L=10\) nm is 0.6 ms at 700 K and about 180 s at 358 K. At 358 K, a barrier higher by 0.1 eV would lengthen the time about 25-fold. These times are orders of magnitude only, because the uptake diffusivity depends on the water content: when protons are much faster than vacancies, it is about 19 times the vacancy diffusivity at 10% of saturation, 3 times at half saturation and close to it near saturation. Slow surface exchange or a sealing electrode would lengthen the time further.

**Q.** So may I use your isotherm for a working resistive memory?

**A.** Use it for the interior of an unbiased, single-phase film after an anneal long enough to reach equilibrium. Even without bias, charged surfaces or electrodes can break local neutrality over a depth of order 1 nm at this doping, which is not negligible in a 10 nm film. The parameters describe a bulk barium perovskite, a class known for taking up water and conducting protons. Filament memories can also be made from other oxides, such as hafnium or tantalum oxide, and these numbers should not be carried over to them. Even within the class, \(\Delta h\) must be known well: a change of 0.1 eV moves the 700 K half-saturation pressure by a factor of about 5. Defect binding moved it by factors from 3.5 to 11 in the estimates above. Decomposition into barium hydroxide would invalidate the single-phase model, and I have not computed its onset.

Bias disturbs the charge balance further. A field of 1 MV/cm puts 1 V across the film, which for a unit charge is 32 times \(kT\) at 358 K. Vacancies and hydroxyls then drift, and \(2v+x=A\) need not hold at each point. Because the reaction conserves charge, the local potential cancels from \(x^2=\kappa vo\). But \(\kappa\) keeps the value set by the surrounding gas only where the film is in equilibrium with that gas; when currents flow, the water activity inside can differ. The uniform isotherm needs both equations. With so large a potential drop, the charge distribution and the currents must be solved for instead. The numerical output below lists the values used here.

## Numbers as computed

```
Oxygen sites N = 3, acceptors A = 0.10 per formula unit
Hydration enthalpy = -0.80 eV
Hydration entropy = -1.00 meV/K
Temperature = 700 K, kT = 0.06032 eV
1 bar = 750.06 Torr
Equilibrium constant K = 5.2477 (p0 = 1 bar)
p (Torr) | kappa | x | square-root law | local exponent
   0.001 6.996e-06 0.001011 0.001016 0.4974
   0.010 6.996e-05 0.003160 0.003212 0.4918
   0.100 6.996e-04 0.009648 0.010159 0.4743
   1.000 6.996e-03 0.027323 0.032124 0.4201
  10.000 6.996e-02 0.062160 0.101585 0.2737
 100.000 6.996e-01 0.091719 0.321242 0.0764
1000.000 6.996e+00 0.099033 1.015855 0.0096
Largest relative gap, formula to crystal sum = 1.3e-06
Square-root law 5% too high at 0.0896 Torr
kappa at half saturation = 0.03419
Half saturation at 4.887 Torr
95% saturation at 177.8 Torr
A - x at 1000 Torr = 0.000967
A - x there, wet-limit term = 0.000986
Half saturation at 358 K: 1.537e-05 Torr
Half saturation at 600 K: 5.359e-01 Torr
Half saturation at 800 K: 2.564e+01 Torr
Half saturation at 900 K: 9.310e+01 Torr
Cell edge = 0.42 nm
Saturated hydroxyl density = 1.350e+21 cm^-3
Low-pressure exponent, free hydroxyls = 0.4974
Low-pressure exponent, bound pairs = 0.9999
Relative permittivity (rough) = 40
Acceptor-hydroxyl binding = 0.171 eV
Acceptor-vacancy binding = 0.343 eV
Half saturation with binding = 17.06 Torr
Half-pressure ratio, bound/ideal = 3.491
Low-pressure exponent with binding = 0.4999
Oxidation enthalpy (rough) = 0.50 eV
Oxidation entropy (rough) = -0.50 meV/K
Oxygen pressure = 0.2 bar
Holes at 0.01 Torr water = 7.46e-05 per formula unit
Relative change of x by holes = -3.73e-04
Diffusion prefactor (rough) = 1e-03 cm2/s
Diffusion barrier (rough) = 0.80 eV
Film thickness = 10 nm
Diffusion time at 358 K = 1.83e+02 s
Diffusion time at 700 K = 5.75e-04 s
Film voltage at 1 MV/cm = 1.00 V
That voltage times e, over kT at 358 K = 32.4
```
